\section*{What a planar retarding analyser measures when ions arrive obliquely}

\section*{The threshold}

\textbf{Q.} I have a planar retarding analyser behind a small opening in the biased electrode of an argon discharge. I raise the grid voltage until the ions stop arriving. An ion of kinetic energy $E$ climbs a potential hill, and it fails when the hill is higher than $E$. So the derivative of my collector current is the distribution of total ion energy. The spectrum has a tail on the low side, and I conclude that some ions have lost energy.

\textbf{A.} The hill has a direction. Take ideal plane grids normal to $z$, a static potential $\phi(z)$ that is zero at the entrance grid, and singly charged ions that do not collide inside. What force acts on an ion parallel to the grids?

\textbf{Q.} None, since $\phi$ does not depend on $x$ or $y$.

\textbf{A.} Then the transverse velocity is constant. Let the ion enter with speed $v$ at angle $\theta$ to the grid normal, and split its energy:
\begin{equation}
E=\tfrac12 mv^2=W+E_\perp,\qquad W=E\cos^2\theta,\qquad E_\perp=E\sin^2\theta .
\end{equation}
Energy conservation inside the analyser reads
\begin{equation}
\tfrac12 m v_z^2+E_\perp+e\phi(z)=W+E_\perp .
\end{equation}
The constant $E_\perp$ cancels, which leaves $\tfrac12 mv_z^2=W-e\phi(z)$. The ion turns back where the right side reaches zero. If the highest potential on the path is the voltage $V$ of the retarding grid, the ion passes when
\begin{equation}
E\cos^2\theta>eV. \label{eq:threshold}
\end{equation}
The shape of $\phi(z)$ below that maximum does not matter. At the turning point the ion still moves sideways with energy $E_\perp$, which the field cannot take from it.

\textbf{Q.} So a 100 eV ion at $30^\circ$ is turned back at 75 V?

\textbf{A.} Yes, because $100\times\cos^2 30^\circ=75$. Trajectories integrated through a non-uniform plane field gave thresholds of 100.000, 96.985 and 75.000 V at $0^\circ$, $10^\circ$ and $30^\circ$, in agreement with (\ref{eq:threshold}).

Let $g(W)$ be the distribution of normal energy, normalised to one and weighted by current, since the collector counts charge per unit time. If all transmitted ions are collected,
\begin{equation}
I(V)=I_0\int_{eV}^{\infty}g(W)\,dW,\qquad -\frac{dI}{dV}=e\,I_0\,g(eV).
\end{equation}
The factor $e$ comes from differentiating the lower limit. Your derivative is the spectrum of $W$.

\textbf{Q.} Is that a weakness of retardation itself?

\textbf{A.} It belongs to the plane geometry. Put the grids on concentric spheres, with the retarding grid at radius $R$. The force is now radial, so angular momentum $L=mvb$ is conserved, where $b$ is the distance by which the incoming straight path misses the centre. The radial motion obeys
\begin{equation}
\tfrac12 mv_r^2=E-\frac{L^2}{2mr^2}-e\phi(r),\qquad
\frac{L^2}{2mR^2}=\frac{m^2v^2b^2}{2mR^2}=E\,\frac{b^2}{R^2}.
\end{equation}
If the sum of the last two terms of the first equation is largest in size at the retarding grid, the threshold is
\begin{equation}
eV=E\left(1-\frac{b^2}{R^2}\right).
\end{equation}
For a source at the centre, $b=0$ and the threshold is $E$ in every direction. The computed trajectory at $30^\circ$ gave 100.000 V. With the source moved sideways by $0.1R$, the same direction has $b=0.1R\cos30^\circ$, so $b^2/R^2=0.0075$; the trajectory gave 99.250 V.

\section*{Shift or broadening}

\textbf{Q.} Then oblique ions broaden my spectrum, and the tail is false.

\textbf{A.} That needs care. Suppose all ions have energy $E_0$ and all arrive at the same angle $\alpha$. What do you record?

\textbf{Q.} One sharp step at $E_0\cos^2\alpha$. It is in the wrong place, but it is not broad.

\textbf{A.} So one angle shifts the spectrum, and a spread of angles is needed to broaden it. Give the beam small Gaussian deviations, $\gamma$ in the plane of tilt and $\eta$ out of it, independent and each of standard deviation $\delta$ in the current. The cosine of the angle to the normal is $\cos\eta\cos(\alpha+\gamma)$. To second order,
\begin{align}
\cos^2(\alpha+\gamma)&\simeq\cos^2\alpha-\gamma\sin2\alpha-\gamma^2\cos2\alpha,\qquad \cos^2\eta\simeq1-\eta^2,\\
\frac{W}{E_0}&\simeq\cos^2\alpha-\gamma\sin2\alpha-\gamma^2\cos2\alpha-\eta^2\cos^2\alpha .
\end{align}
For a clear tilt the linear term sets the width, and the standard deviation is
\begin{equation}
\sigma_W\simeq E_0\,\delta\,\sin2\alpha .
\end{equation}
With $E_0=100$ eV, $\alpha=10^\circ$ and $\delta=1^\circ=0.01745$, this gives $100\times0.01745\times0.3420=0.597$ eV; direct integration over the angles gives 0.599 eV. The mean is 96.93 eV, so the shift of about 3 eV is much larger than the width.

At $\alpha=0$ the linear term vanishes and $W\simeq E_0(1-\gamma^2-\eta^2)$. For a Gaussian, $\langle\gamma^4\rangle=3\delta^4$, so $\gamma^2$ has variance $3\delta^4-\delta^4=2\delta^4$. The two independent deviations together give $4\delta^4$, and $\sigma_W\simeq2E_0\delta^2=0.061$ eV. At normal incidence the width is quadratic in the divergence $\delta$; for a clear tilt it is linear.

\section*{Where the oblique ions come from}

\textbf{Q.} Ions in a sheath have some transverse thermal motion anyway. Does that broaden my spectrum?

\textbf{A.} Let an ion fall through a flat sheath of 100 V, starting with no normal velocity and with transverse energy 0.1 eV. What are $W$ and $E$ at the electrode?

\textbf{Q.} The flat sheath adds nothing sideways. So $W=100$ eV and $E=100.1$ eV. My analyser reads 100 V, without broadening.

\textbf{A.} The angular spread is real, yet the spectrum of $W$ stays sharp and the total energy is the quantity that is spread. A two-dimensional thermal distribution has $\exp(-mv_\perp^2/2kT)\,v_\perp dv_\perp\propto\exp(-E_\perp/kT)\,dE_\perp$. This exponential law has mean $kT$ and standard deviation $kT$, here 0.1 eV.

\textbf{Q.} Then when does an angle produce a false width?

\textbf{A.} Write $W=E-E_\perp$ and take the variance:
\begin{equation}
\mathrm{Var}\,W=\mathrm{Var}\,E+\mathrm{Var}\,E_\perp-2\,\mathrm{Cov}(E,E_\perp). \label{eq:var}
\end{equation}
The normal-energy spectrum is broader than the total one when $\mathrm{Var}\,E_\perp>2\,\mathrm{Cov}(E,E_\perp)$. There are two limiting cases.

If $E$ is the same for all ions, its variance and the covariance vanish, and $\mathrm{Var}\,W=\mathrm{Var}\,E_\perp$. The whole width is then apparent.

If $W$ and $E_\perp$ are independent, as in the flat sheath, then $\mathrm{Cov}(E,E_\perp)=\mathrm{Cov}(W+E_\perp,E_\perp)=\mathrm{Var}\,E_\perp$. Equation (\ref{eq:var}) becomes $\mathrm{Var}\,W=\mathrm{Var}\,E-\mathrm{Var}\,E_\perp$, and the planar spectrum is narrower than the total one.

\textbf{Q.} What would give every ion the same total energy but different directions?

\textbf{A.} A static, collisionless sheath whose edge is curved, for instance near a step in the electrode. Ions that start at rest on one equipotential and end on another gain the same energy whatever their path, while the sideways field turns them by different amounts. A simple model has the wall at $z=0$, a sheath width $\ell$ in the absence of the ripple, and the potential
\begin{equation}
\phi=V_0\left(\frac z\ell-1\right)+B\cos\frac{\pi x}{2\ell}\,\frac{\sinh(\pi z/2\ell)}{\sinh(\pi/2)},
\qquad V_0=100\ \mathrm V,\quad B=10\ \mathrm V .
\end{equation}
It satisfies Laplace's equation, so it leaves out the space charge of a real sheath and serves to show the mechanism. The wall is at $-100$ V, and the surface $\phi=0$ is rippled. Nine ions released from rest along that surface reached the wall with total energies equal to within about $10^{-8}$ eV. The largest angle among them was $5.47^\circ$, and the lowest normal energy was 99.09 eV. These ions land at different points spread over about $2\ell$ of the wall, and their paths do not cross, so each point receives one direction. An opening much smaller than $\ell$ therefore records mainly a shift; across an opening of $0.1\ell$ the normal energy varies by at most about 0.2 eV. The model broadens the spectrum only for an opening comparable with $\ell$, and the angular law used in the next section is an assumption, not a result of this model.

In a sheath that varies during the ion's flight, $E$ also depends on the phase of entry and may be correlated with the angle. Equation (\ref{eq:var}) still holds, with the covariance kept.

\section*{The false spectrum of a single energy}

\textbf{Q.} Show me the tail, then. Take 100 eV ions with a smooth spread of angles about the normal.

\textbf{A.} We need an angular law. Let the current per solid angle, per area normal to the direction of flight, be proportional to $\exp(-\sin^2\theta/s^2)$. The analyser accepts angles up to $\theta_m$. A grid of fixed area presents a projected area proportional to $\cos\theta$, so
\begin{equation}
dI\propto e^{-\sin^2\theta/s^2}\cos\theta\,\sin\theta\,d\theta .
\end{equation}
Set $u=\sin^2\theta$. Then $du=2\sin\theta\cos\theta\,d\theta$, and the geometric factors are absorbed: $dI\propto e^{-u/s^2}du$ for $0\le u\le u_m=\sin^2\theta_m$. With $x=u_m/s^2$ the normalised law is
\begin{equation}
p(u)=\frac{e^{-u/s^2}}{s^2(1-e^{-x})}.
\end{equation}
An ion passes if $E_0(1-u)>eV$, that is, if $u<1-eV/E_0$. Integrating $p(u)$ up to that value gives
\begin{equation}
\frac{I(V)}{I_0}=\frac{1-\exp[-(E_0-eV)/(E_0s^2)]}{1-e^{-x}},\qquad E_0(1-u_m)\le eV\le E_0. \label{eq:curve}
\end{equation}
Below this range all the current passes, and above it none does. Since $W=E_0(1-u)$, we have $g(W)=p(u)/E_0$:
\begin{equation}
g(W)=\frac{\exp[-(E_0-W)/(E_0s^2)]}{E_0s^2(1-e^{-x})}.
\end{equation}

\textbf{Q.} So the peak stays at the true energy, with a sharp upper edge and an exponential tail below it. That is the shape I took for energy loss.

\textbf{A.} And no ion in this model has lost energy. The curve falls to half its peak when $(E_0-W)/(E_0s^2)=\ln2$. The other side is a vertical edge, so the full width at half maximum is
\begin{equation}
\Delta_{1/2}=E_0s^2\ln2,
\end{equation}
provided that the acceptance includes the half-height point, $u_m>s^2\ln2$.

For the mean and variance, put $q=1/(e^x-1)$. Integration by parts gives
\begin{align}
\int_0^{u_m}u\,e^{-u/s^2}du&=s^4\left[1-(1+x)e^{-x}\right],\\
\int_0^{u_m}u^2e^{-u/s^2}du&=s^6\left[2-(2+2x+x^2)e^{-x}\right].
\end{align}
Divide both by $s^2(1-e^{-x})$ and use $e^{-x}/(1-e^{-x})=q$:
\begin{align}
\langle u\rangle&=s^2(1-xq),\qquad \langle u^2\rangle=s^4\left[2-(2x+x^2)q\right],\\
\mathrm{Var}\,u&=s^4\left[2-2xq-x^2q-1+2xq-x^2q^2\right]=s^4\left[1-x^2q(1+q)\right].
\end{align}
The mean shift is $E_0\langle u\rangle$, and the standard deviation is $E_0\sqrt{\mathrm{Var}\,u}$.

\textbf{Q.} What are the numbers for a spread of about $10^\circ$?

\textbf{A.} Take $s=\sin10^\circ$, so $s^2=0.03015$, and $\theta_m=30^\circ$, so $u_m=0.25$ and $x=8.29$. The cut-off corrections are small: $\langle u\rangle=0.03009$ and $\mathrm{Var}\,u=8.936\times10^{-4}$. Then
\begin{align}
E_0-\langle W\rangle&=100\times0.03009=3.01\ \mathrm{eV},\\
\sigma_W&=100\sqrt{8.936\times10^{-4}}=2.99\ \mathrm{eV},\\
\Delta_{1/2}&=100\times0.03015\times0.6931=2.09\ \mathrm{eV}.
\end{align}
The current recorded below 95 eV follows from (\ref{eq:curve}) with $(E_0-eV)/E_0=0.05$. It is $1-I/I_0=19.0\%$, although every ion has 100 eV.

\textbf{Q.} And if the angles fill the whole acceptance evenly?

\textbf{A.} Let $s\to\infty$ at fixed $u_m$. Both exponentials in (\ref{eq:curve}) can be expanded to first order, which gives $I/I_0\to(E_0-eV)/(E_0u_m)$. The collector curve is a straight ramp, and its derivative is a flat box of width $E_0u_m$, here $100\times0.25=25$ eV. In this limit the acceptance of the instrument sets the apparent width.

\section*{A radiofrequency spectrum}

\textbf{Q.} My real spectrum is not a single energy. The radiofrequency sheath gives two peaks. Does the angular spread still make it wider?

\textbf{A.} Each energy is still smeared downward. The overall width is a different question. Suppose that $E$ and $c=\cos^2\theta$ are independent. Then $W=Ec$ gives $\langle W\rangle=\langle E\rangle\langle c\rangle$ and
\begin{align}
\mathrm{Var}\,W&=\langle E^2\rangle\langle c^2\rangle-\langle E\rangle^2\langle c\rangle^2\\
&=\left(\mathrm{Var}\,E+\langle E\rangle^2\right)\langle c^2\rangle-\langle E\rangle^2\langle c\rangle^2\\
&=\langle c^2\rangle\,\mathrm{Var}\,E+\langle E\rangle^2\,\mathrm{Var}\,c. \label{eq:product}
\end{align}
The second term is the smearing. In the first, $\langle c^2\rangle<1$ compresses the true spread, because multiplication by $c$ lowers high energies by more electronvolts than low ones. The total width grows if
\begin{equation}
\mathrm{Var}\,E<\frac{\langle E\rangle^2\,\mathrm{Var}\,c}{1-\langle c^2\rangle}.
\end{equation}

Keep the same angular law and mean energy. Since $c=1-u$, $\langle c\rangle=0.9699$, $\mathrm{Var}\,c=\mathrm{Var}\,u$ and $\langle c^2\rangle=0.9699^2+0.0009=0.9416$. Model the sheath by $E=100+\tfrac12D\sin\varphi$ in eV, with $\varphi$ uniform. This has peaks at its two ends, separated by $D$, and $\mathrm{Var}\,E=D^2/8$.

For $D=10$ eV, $\mathrm{Var}\,E=12.5\ \mathrm{eV}^2$, so $\sigma_E=3.54$ eV. Equation (\ref{eq:product}) gives $0.9416\times12.5+8.94=20.7\ \mathrm{eV}^2$, so $\sigma_W=4.55$ eV. The spectrum is broadened.

For $D=60$ eV, $\mathrm{Var}\,E=450\ \mathrm{eV}^2$ and $\sigma_E=21.2$ eV, while $\sigma_W=20.8$ eV. The overall width has decreased slightly. The two widths agree at $\sigma_E=12.4$ eV.

\textbf{Q.} Can I undo the effect?

\textbf{A.} Not from one planar curve without further information: a pair $(E,\theta)$ and a normal ion of energy $E\cos^2\theta$ have the same threshold. If the angular law is known and independent of energy, the mean can be corrected by $\langle E\rangle=\langle W\rangle/\langle c\rangle$. In the single-energy example this is $96.99/0.9699=100.0$ eV. In the flat-sheath case $E$ and $\theta$ are not independent, so the correction is not exact: $\langle W\rangle=\langle E\rangle\langle c\rangle+\mathrm{Cov}(E,c)$. With $W$ fixed at 100 eV, $c=W/E\simeq1-E_\perp/W$, so the covariance is about $-\mathrm{Var}\,E_\perp/W=-10^{-4}$ eV for $kT=0.1$ eV. That error is negligible here, but a stronger correlation between energy and angle would matter.

\section*{The real instrument}

\textbf{Q.} Would I see a 3 eV shift in practice, or do other faults hide it?

\textbf{A.} Take argon ions near 100 eV at a pressure of 2 mTorr as an example. The $10^\circ$ parameter is a choice, and a large one beside the $5.5^\circ$ maximum of the curved-sheath model. With $s=\sin5^\circ$ the mean shift would be about 0.8 eV. For comparison, take a stack with four 1 mm gaps, the retarding grid at 100 V between grids at $-40$ V, and a collector at $-20$ V.

Consider first the assumption of ideal plane grids. Model the retarding mesh as parallel wires of radius $r=3\ \mu$m and period $a=25\ \mu$m. The normal field changes across it by $F=2\times140\ \mathrm V/1\ \mathrm{mm}=2.8\times10^5$ V/m, so Gauss's law gives each wire a charge $\epsilon_0Fa$ per length. Summing the logarithmic potentials of all the wires, and using the product formula for the sine, puts the centre of an opening below the wires by
\begin{equation}
\Delta V=\frac{Fa}{2\pi}\ln\frac{1}{\sin(\pi r/a)}\simeq1.1\ \mathrm V .
\end{equation}
An ion crossing there at normal incidence is still counted when the grid voltage exceeds $W/e$ by this amount. Its reading is too high by up to 1.1 eV, against the angular shift of 3.0 eV downward. Motion along the wires separates from the rest, so a tilt in that direction leaves this estimate unchanged. An ion tilted across the wires moves past them while it turns, and for such a tilt the estimate holds only close to the normal. For a $5^\circ$ spread the angular shift of 0.8 eV is similar in size to this 1.1 eV, and separating the two would require following the ions through the mesh.

\textbf{Q.} And the gas?

\textbf{A.} At 2 mTorr and 300 K, with a rough cross section of $4\times10^{-19}\ \mathrm{m^2}$, the mean free path is about 40 mm. Over the 4 mm stack, $1-e^{-4/40}$, or about 10\%, of the ions travelling near the normal collide. That is not negligible beside the 19\% false current below 95 eV, and I have not calculated where those ions appear in the spectrum.

\textbf{Q.} Could the slowed ions build their own barrier?

\textbf{A.} Consider the gap of width $d$ before the retarding grid. Let all ions stop at that grid and return, with current density $J$ each way. In the nearly uniform field their speed is $v_g\sqrt{1-z/d}$, so the charge density is $\rho=2J/(v_g\sqrt{1-z/d})$. The extra potential $\psi$ vanishes on both grids and obeys $\psi''=-\rho/\epsilon_0$. Multiply by $z$ and integrate by parts; the boundary values of $\psi$ drop out:
\begin{equation}
d\,\psi'(d)=-\frac1{\epsilon_0}\int_0^d z\rho\,dz=-\frac{2Jd^2}{\epsilon_0v_g}\int_0^1\frac{t\,dt}{\sqrt{1-t}}=-\frac43\,\frac{2Jd^2}{\epsilon_0v_g}.
\end{equation}
For an assumed $J=0.1\ \mathrm{A/m^2}$ this is $-1.16$ V, against $+140$ V from the applied field. The extra slope is most negative at the grid, so the potential still rises all the way to it. The barrier stays at the grid, and the threshold is unchanged in this estimate. This depends on the small $J$. The field at the grid vanishes when $2J$ reaches the Child--Langmuir current for 140 V across 1 mm, about $14\ \mathrm{A/m^2}$ for argon, that is at $J\simeq7\ \mathrm{A/m^2}$. The ion flux from an argon plasma with an electron temperature of 3 eV is about $2.6\ \mathrm{A/m^2}$ at a density of $10^{16}\ \mathrm{m^{-3}}$ and $26\ \mathrm{A/m^2}$ at $10^{17}\ \mathrm{m^{-3}}$, so in a dense discharge the current must be attenuated before this gap for the conclusion to hold.

One geometric condition remains. A 100 eV ion at $30^\circ$ that just passes the retarding grid drifts 2.87 mm sideways through the stack. The grids and collector must extend at least that far beyond the entrance opening, or oblique ions are lost. I have not sized the lens action of the mesh openings, secondary electrons, or radiofrequency voltage between the grids. The numerical output lists the values used here.

\textbf{Q.} So my low-energy tail does not prove energy loss. It could come from ions of one energy arriving at different angles.

\textbf{A.} Yes, and it could also come from collisions. The angular distribution helps you decide if you also know how it varies with ion energy. An ideal analyser whose retarding field follows the ions' directions measures the total energy directly. In a real one, the finite size of the source, the mesh openings and collisions still cause errors.

\section*{Computed results}
\begin{verbatim}
Total ion energy E0: 100.0 eV; ion: Ar+, speed 21.98 km/s
Planar trajectory threshold at 0 deg: 100.000 V
Planar trajectory threshold at 10 deg: 96.985 V
Planar trajectory threshold at 30 deg: 75.000 V
Spherical threshold, central source, 30 deg: 100.000 V
Spherical threshold, source offset 0.1 R, 30 deg: 99.250 V
Curved sheath: ripple amplitude 10 V, period 4 widths
Curved sheath: spread of total energy 1.1e-08 eV
Curved sheath: largest angle 5.47 deg
Curved sheath: lowest normal energy 99.091 eV
Flat sheath, transverse energy 0.1 eV: total 100.100 eV
Flat sheath, same ion: normal energy 100.000 eV
Flat sheath: SD of thermal transverse energy 0.100 eV
Angular parameter s = sin(10 deg): 0.17365; s^2 = 0.03015
Acceptance: 30 deg; u_max = 0.2500
Mean of sin^2(theta): 0.03009; variance 8.9356e-04
Fixed E0: mean normal energy 96.991 eV
Fixed E0: mean shift 3.009 eV
Fixed E0: SD of apparent spectrum 2.989 eV
Fixed E0: full width at half maximum 2.090 eV
Fixed E0: current falsely below 95 eV 19.03 %
Beam tilt 10 deg, divergence 1 deg: mean 96.926 eV
Beam tilt 10 deg, divergence 1 deg: SD 0.599 eV
Beam tilt 0 deg, divergence 1 deg: SD 0.0609 eV
Splitting 10 eV: SD total 3.536 eV, normal 4.550 eV
Splitting 60 eV: SD total 21.213 eV, normal 20.801 eV
Total-energy SD at which overall widths agree: 12.371 eV
Stack: gap 1.0 mm, mesh period 25 um, wire radius 3 um
Neighbour grids: -40 V; collector: -20 V
Mesh: barrier drop at opening centre 1.113 V
Gas: 2.0 mTorr, 300 K, rough cross section 4e-19 m^2
Gas: mean free path 38.8 mm
Gas: ions colliding in the 4 mm stack 9.8 %
Space charge: current density 0.1 A/m^2
Space charge: voltage scale 1.16 V, against 140 V across the gap
Sideways drift through stack at 30 deg: 2.87 mm
\end{verbatim}
